# Elastic Constants of a Bravais Lattice from the Method of Long Waves, part 1

(Sections cited here and not found follow in the second part.)

## From force constants to the Christoffel equation

An elastic constant is an energy per volume, and a harmonic force constant is an energy per length squared. To turn the second into the first, one must multiply by two lengths and divide by a volume. In a perfect lattice the available lengths are the components of the lattice vectors $\mathbf R$, and the natural volume is that of the unit cell, $\Omega$. Elastic constants and force constants are both second derivatives of the same energy, so in a stress-free lattice a linear relation between them is expected. A uniform strain displaces each atom by an amount linear in its position, so each of the two displacements supplies one length. This points to sums of the form

$$
\frac{1}{\Omega}\sum_{\mathbf R}\Phi_{ab}(\mathbf R)\,R_cR_d ,
$$

with pure numbers as coefficients. Symmetry explains why lower moments cannot enter. The zeroth moment vanishes because a uniform displacement costs no energy, and the first vanishes because a Bravais lattice has inversion symmetry. What remains to be found is which permutations of the four indices occur, with which factors, and under what conditions. The method of long waves answers this by comparing a lattice wave of small wave vector with a wave in an elastic continuum.

Let each cell contain one atom of mass $M$, so that the mass density is $\rho=M/\Omega$. The motion is classical and harmonic, at zero temperature. Cartesian indices $a,b,c,\dots$ run from 1 to 3, and repeated indices are summed. If $\mathbf u(\mathbf R)$ is the displacement of the atom at $\mathbf R$, the force constants are

$$
\Phi_{ab}(\mathbf R)=\frac{\partial^2E}{\partial u_a(\mathbf 0)\,\partial u_b(\mathbf R)} ,
$$

evaluated in the undisplaced lattice. Inversion about any atom maps the lattice onto itself, so the force on every atom vanishes there, whether or not the crystal is under stress.

Three properties of $\Phi$ are needed. Exchanging the order of differentiation and shifting the origin by $-\mathbf R$ gives $\Phi_{ab}(\mathbf R)=\Phi_{ba}(-\mathbf R)$. Inversion about the atom at the origin reverses $\mathbf R$ and both displacements; the two signs from the displacements cancel, so $\Phi_{ab}(\mathbf R)=\Phi_{ab}(-\mathbf R)$. Together these relations make $\Phi_{ab}(\mathbf R)$ symmetric in $a$ and $b$. Finally, displacing all atoms equally produces no force on the atom at the origin, so

$$
\sum_{\mathbf R}\Phi_{ab}(\mathbf R)=0 ,
$$

where the sum includes $\mathbf R=\mathbf 0$.

The equation of motion of the atom at the origin is $M\ddot u_a(\mathbf 0)=-\sum_{\mathbf R}\Phi_{ab}(\mathbf R)u_b(\mathbf R)$. For the wave $u_b(\mathbf R,t)=e_b\exp(i\mathbf q\cdot\mathbf R-i\omega t)$ it becomes

$$
\omega^2e_a=D_{ab}(\mathbf q)e_b,\qquad
D_{ab}(\mathbf q)=\frac1M\sum_{\mathbf R}\Phi_{ab}(\mathbf R)e^{i\mathbf q\cdot\mathbf R}.
$$

Because $\Phi$ is even in $\mathbf R$, the exponential may be replaced by its cosine. Subtracting the vanishing sum $\sum_{\mathbf R}\Phi_{ab}(\mathbf R)$ then gives

$$
M D_{ab}(\mathbf q)=-\sum_{\mathbf R}\Phi_{ab}(\mathbf R)\,[1-\cos(\mathbf q\cdot\mathbf R)] .
$$

The term $\mathbf R=\mathbf 0$ has dropped out. Expanding the cosine for small $\mathbf q$,

$$
M D_{ab}(\mathbf q)=-\frac12\sum_{\mathbf R}\Phi_{ab}(\mathbf R)(\mathbf q\cdot\mathbf R)^2
+\frac1{24}\sum_{\mathbf R}\Phi_{ab}(\mathbf R)(\mathbf q\cdot\mathbf R)^4-\cdots .
$$

The range of the forces decides whether this is legitimate. Since $0\le1-\cos x\le x^2/2$, the sum for $D/q^2$ is dominated, term by term, by the second moment. If that moment converges absolutely, the limit $q\to0$ may be taken inside the sum, and the first term is the leading one. Since also $0\le x^2/2-(1-\cos x)\le x^4/24$, an absolutely convergent fourth moment ensures that the correction to $D/q^2$ is of order $q^2$. For force constants falling as $R^{-n}$ in three dimensions, the two requirements are $n>5$ and $n>7$. Both are taken to hold below. They hold for any model of finite range, but not for every real crystal: in a metal with a sharp Fermi surface the force constants have an oscillating tail that falls only as $R^{-3}$, so the moments do not converge absolutely and the argument given here does not apply without further care.

Define the second moments, with a square-bracket symbol, by

$$
[ab,cd]=-\frac1{2\Omega}\sum_{\mathbf R}\Phi_{ab}(\mathbf R)R_cR_d .
$$

The factor $-\tfrac12$ comes from the expansion $\cos x=1-\tfrac12x^2+\cdots$, whose constant term is removed by the sum rule. Dividing the leading term of $MD$ by $\Omega$ gives

$$
\rho\,\omega^2e_a=[ab,cd]\,q_cq_d\,e_b .
$$

In the method of long waves this is the second-order equation in a systematic expansion. If $\mathbf q$ is scaled by a small number $\epsilon$ and $\omega$ begins at order $\epsilon$, orders zero and one are satisfied by any polarization, because $D$ has no terms of those orders. The second order selects the polarizations and the speeds. With a single atom per cell there are no relative motions of sublattices that could respond at first order and alter this result.

The bracket is symmetric in its first pair of indices and in its second pair, but nothing so far allows the pairs to be exchanged. The first pair refers to force and displacement, the second to positions. There are thus $6\times6=36$ moments, whereas a crystal has at most 21 independent elastic constants. The difference must be accounted for by properties not yet used: the invariance of the energy under rotation and, as will appear, the absence of anisotropic stress in the reference lattice.

On the continuum side, let the material point at $\mathbf x$ move to $\mathbf x+\mathbf u(\mathbf x)$, and write $u_{a,c}=\partial u_a/\partial x_c$. A short vector $dx_a$ becomes $dx_a+u_{a,c}dx_c$, whose squared length is

$$
(\delta_{cd}+2\eta_{cd})\,dx_c\,dx_d,\qquad
\eta_{cd}=\tfrac12\left(u_{c,d}+u_{d,c}+u_{k,c}u_{k,d}\right).
$$

In a uniformly deformed lattice, $\eta$ fixes all lengths of lattice vectors and all angles between them. Two deformations with the same $\eta$ differ by a rotation, which does not change the energy. The energy per undeformed volume is therefore a function of $\eta$ alone, with the expansion

$$
W=W_0+S_{cd}\,\eta_{cd}+\tfrac12C_{abcd}\,\eta_{ab}\eta_{cd}+\cdots .
$$

Here $S$ is the stress in the reference state, counted positive in tension. The coefficients $C$ are second derivatives of $W$, which gives them the symmetries $C_{abcd}=C_{bacd}=C_{abdc}=C_{cdab}$.

The nonlinear part of $\eta$ must be retained in the term with $S$, since it contributes at second order in the gradients. In the term with $C$ the linear part of $\eta$ is enough, and the symmetry of $C$ allows each strain to be replaced by a plain gradient. The result is

$$
W-W_0=S_{cd}u_{c,d}+W_2,\qquad
W_2=\tfrac12\left(C_{acbd}+\delta_{ab}S_{cd}\right)u_{a,c}u_{b,d} .
$$

The first term is a total derivative and does not affect the motion in the interior.

It must still be shown that a lattice wave, whose gradient varies from place to place, has the energy $W_2$ of local uniform deformations. Divide the total energy into atomic contributions. This can be done so that each contribution respects inversion, by averaging any division with its inverted image. The contribution of the atom at $\mathbf x$ depends on the relative displacements

$$
w_a(\mathbf R)=u_a(\mathbf x+\mathbf R)-u_a(\mathbf x)
=R_cu_{a,c}+\tfrac12R_cR_du_{a,cd}+\cdots .
$$

Terms linear in $w$ are linear in $\mathbf u$ and sum to zero over a wave. The quadratic terms have the form $\tfrac12\sum_{\mathbf R,\mathbf R'}K_{ab}(\mathbf R,\mathbf R')w_a(\mathbf R)w_b(\mathbf R')$, where $K$ does not change when both of its arguments are reversed. The product of two first gradients is what a uniform deformation gives, so it equals $\Omega W_2$. The product of a first and a second gradient carries three factors of lattice vectors. It is odd under inversion and sums to zero. The remaining terms contain at least four derivatives and are of order $q^4$. The local energy density is thus correct at order $q^2$.

The two energies can now be compared for the static displacement $\mathbf u=\mathbf e\cos(\mathbf q\cdot\mathbf x)$ with real $\mathbf e$. In the lattice, the average of $\cos(\mathbf q\cdot\mathbf x)\cos(\mathbf q\cdot\mathbf x+\mathbf q\cdot\mathbf R)$ over the sites is $\tfrac12\cos(\mathbf q\cdot\mathbf R)$. With the factor $\tfrac12$ of the harmonic energy, the energy per volume is

$$
\frac{M}{4\Omega}e_aD_{ab}e_b=\tfrac14[ab,cd]\,q_cq_d\,e_ae_b+O(q^4).
$$

In the continuum, $u_{a,c}=-e_aq_c\sin(\mathbf q\cdot\mathbf x)$, and the average of the squared sine is $\tfrac12$. The energy per volume is $\tfrac14(C_{acbd}+\delta_{ab}S_{cd})q_cq_de_ae_b$. Both quadratic forms in $\mathbf e$ have symmetric matrices, and they agree for every $\mathbf e$, so the matrices are equal.

They also agree for every $\mathbf q$, but the product $q_cq_d$ is symmetric. A wave therefore determines only the part of a coefficient that is symmetric in $c$ and $d$. Symmetrizing gives the general relation

$$
[ab,cd]=\tfrac12\left(C_{acbd}+C_{adbc}\right)+\delta_{ab}S_{cd}.
$$

Suppose now that the reference lattice is free of stress, $S=0$. The combination on the right can be undone with the symmetries of $C$. Renaming indices in three ways,

$$
\begin{aligned}
[ac,bd]&=\tfrac12(C_{abcd}+C_{adcb})=\tfrac12(C_{abcd}+C_{adbc}),\\
[bc,ad]&=\tfrac12(C_{bacd}+C_{bdca})=\tfrac12(C_{abcd}+C_{acbd}),\\
[cd,ab]&=\tfrac12(C_{cadb}+C_{cbda})=\tfrac12(C_{acbd}+C_{adbc}).
\end{aligned}
$$

The first line exchanges the last two indices of its second term. The second line uses $C_{bdca}=C_{cabd}=C_{acbd}$, and the third uses $C_{cbda}=C_{dacb}=C_{adbc}$. Adding the first two lines and subtracting the third removes everything except $C_{abcd}$:

$$
C_{abcd}=[ac,bd]+[bc,ad]-[cd,ab] .
$$

This expresses each elastic constant through second moments of force constants, and it shows that the moments determine the constants uniquely. With $S=0$, the long-wave equation is the Christoffel equation,

$$
\rho\,\omega^2e_a=C_{acbd}\,q_cq_d\,e_b .
$$

For a direction $\mathbf n=\mathbf q/q$, the eigenvalues of $\Gamma_{ab}=C_{acbd}n_cn_d$ are the three values of $\rho v^2$, where $v=\omega/q$ is the speed of sound.

A lattice of unstretched central springs provides a check of the factors. A spring of stiffness $k(R)$ along $\hat{\mathbf R}=\mathbf R/R$ has the energy $\tfrac12k[\hat{\mathbf R}\cdot(\mathbf u(\mathbf R)-\mathbf u(\mathbf 0))]^2$, so $\Phi_{ab}(\mathbf R)=-k\hat R_a\hat R_b$ for $\mathbf R\ne\mathbf 0$. The moments are

$$
[ab,cd]=\frac1{2\Omega}\sum_{\mathbf R\ne\mathbf 0}k(R)\frac{R_aR_bR_cR_d}{R^2}.
$$

They are unchanged by any permutation of the indices, so the three terms of the inversion are equal and $C_{abcd}=[ab,cd]$. Directly, a small uniform strain stretches a spring by $R_aR_b\eta_{ab}/R$. Each atom owns half of every spring attached to it, so $W=(1/\Omega)\sum_{\mathbf R\ne\mathbf 0}\tfrac12\cdot\tfrac12k\,(R_aR_b\eta_{ab}/R)^2$. Comparison with $\tfrac12C_{abcd}\eta_{ab}\eta_{cd}$ gives the same constants.

The second moments of the force constants have been related to the elastic constants and the reference stress, and at zero stress they determine the elastic constants uniquely. What remains is to examine the effect of stress, specialize the formulas to cubic crystals, and test them in a computed example.
